# Periodic Energy of a Charged Sheet in a Uniform Background, part 1

(Sections cited here and not found follow in the second part.)

## First half: the sheet, its background and its thickness

**Q.** I want to know what a charged surface costs in a periodic calculation. Before any energy is written down, what is the system, and why is there a background at all?

**A.** Take a flat sheet with charge $\sigma$ per unit area, laterally uniform, lying at $z=0$ in vacuum. The cell has height $L$ along $z$, so copies of the sheet lie at $z=\pm L,\pm 2L,\dots$. The area of the cell is $A$.

The background is forced by periodicity. Gauss's law in one dimension is $\varepsilon_0\,dE/dz=\rho$, where $E$ is the field along $z$ and $\rho$ the charge density. Integrated over one period it gives

$$\varepsilon_0\,[E(z_0+L)-E(z_0)]=\int_{z_0}^{z_0+L}\rho\,dz .$$

If the field is periodic, the left side is zero, so the cell must be neutral. A sheet alone violates this. The remedy considered here is a uniform density $-\sigma/L$ filling the cell, whose charge per area is $(-\sigma/L)L=-\sigma$. A plane-wave calculation that drops the zero-wavevector component of the charge density does the same thing, because subtracting the mean of a density is adding a uniform density of opposite sign.

When $L$ is varied below, $\sigma$ and $A$ are held fixed. The background therefore becomes thinner as the cell becomes taller, while its total charge stays the same.

**Q.** Then the background fades away as $L$ grows. Its field should fade too.

**A.** Its density fades, but its field at a given fraction of the cell height does not. Between the sheets, for $0<z<L$, the only charge is the background, so

$$\frac{dE}{dz}=-\frac{\sigma}{\varepsilon_0L},\qquad E(z)=E_+-\frac{\sigma z}{\varepsilon_0L},$$

where $E_+$ is the field just above the sheet. Neutrality does not fix $E_+$. A further condition is needed: the potential $\phi$ is taken to be periodic as well. Since $E=-d\phi/dz$, this means that the field integrates to zero over a period:

$$0=\int_0^L E\,dz=E_+L-\frac{\sigma L}{2\varepsilon_0},\qquad E_+=\frac{\sigma}{2\varepsilon_0}.$$

Hence

$$E(z)=\frac{\sigma}{2\varepsilon_0}\left(1-\frac{2z}{L}\right),\qquad 0<z<L .$$

Just above the sheet the field is that of an isolated charged plane. It falls linearly, vanishes at the midplane $z=L/2$, and reaches $-\sigma/(2\varepsilon_0)$ just below the next sheet. Crossing that sheet raises it by $\sigma/\varepsilon_0$, back to its starting value. Making the cell taller stretches this pattern without reducing its amplitude.

**Q.** So what is the energy per area?

**A.** The field energy over one period is

$$\frac{W}{A}=\frac{\varepsilon_0}{2}\int_0^L E^2dz
=\frac{\varepsilon_0}{2}\,\frac{\sigma^2}{4\varepsilon_0^2}\int_0^L\left(1-\frac{2z}{L}\right)^2dz .$$

Put $u=1-2z/L$, so that $dz=-(L/2)\,du$ and $u$ runs from $1$ to $-1$. Reversing the limits removes the minus sign:

$$\int_0^L\left(1-\frac{2z}{L}\right)^2dz=\frac L2\int_{-1}^{1}u^2du=\frac L2\cdot\frac23=\frac L3 .$$

Therefore

$$\boxed{\frac{W}{A}=\frac{\sigma^2}{8\varepsilon_0}\cdot\frac L3=\frac{\sigma^2L}{24\,\varepsilon_0}} .$$

The linear growth follows from the stretched pattern: the mean energy density is the same in every cell height, and the volume per area is $L$. The factor $1/3$ is the mean of $u^2$. An unneutralised plane with constant field strength $\sigma/(2\varepsilon_0)$ would hold $\sigma^2L/(8\varepsilon_0)$ in the same height, so the background reduces the field energy in that height to one third.

In Gaussian units, Gauss's law has $4\pi\rho$ in place of $\rho/\varepsilon_0$, and the energy density is $E^2/(8\pi)$ in place of $\varepsilon_0E^2/2$. Both changes amount to replacing $1/\varepsilon_0$ by $4\pi$, which gives $W/A=\pi\sigma^2L/6$.

**Q.** I distrust the sign. The sheet and the background attract each other. Why is the energy positive?

**A.** Attraction means that the energy rises when the charges are pulled apart; it does not fix the sign of the energy, which depends on the reference configuration. The separate contributions show this. Consider one cell, $-L/2<z<L/2$, with the sheet in the middle. It is neutral and symmetric, so it has no field outside, and stacking such cells adds no interaction between them. One may therefore use the potential of an isolated plane, $-|z|/(2\varepsilon_0)$ per unit charge density, with its zero chosen at the plane.

With that choice the sheet has no energy with itself. Its energy with the background is

$$\sigma\left(-\frac{\sigma}{L}\right)\int_{-L/2}^{L/2}\left(-\frac{|z|}{2\varepsilon_0}\right)dz
=\frac{\sigma^2}{2\varepsilon_0L}\cdot\frac{L^2}{4}=\frac{\sigma^2L}{8\varepsilon_0}.$$

This is positive because the background has been drawn away from the sheet, where the energy was set to zero. The energy of the background with itself carries a factor $1/2$ against double counting:

$$\frac12\,\frac{\sigma^2}{L^2}\left(-\frac1{2\varepsilon_0}\right)\iint|z-z'|\,dz\,dz'
=-\frac{\sigma^2}{4\varepsilon_0L^2}\cdot\frac{L^3}{3}=-\frac{\sigma^2L}{12\varepsilon_0}.$$

The double integral is $L^3/3$ because the mean distance between two points placed independently and uniformly on a segment of length $L$ is $L/3$: the separation $d$ has probability density $2(L-d)/L^2$, and $\int_0^L 2d(L-d)\,dd/L^2=L-2L/3$. The sum is

$$\frac{\sigma^2L}{\varepsilon_0}\left(\frac18-\frac1{12}\right)=\frac{\sigma^2L}{24\varepsilon_0}.$$

With this zero of potential, leaving out the background's self-energy would give a coefficient three times as large. Another zero divides the energy differently among the contributions but gives the same sum.

**Q.** Electronic-structure calculations evaluate $\frac12\int\rho\phi$, not an integral of $E^2$. Are those the same here, and does the zero of $\phi$ matter?

**A.** They are the same for a periodic potential. Insert $\rho=\varepsilon_0\,dE/dz$ and integrate by parts over one period, starting just below a sheet so that it is counted once:

$$\frac12\int\rho\phi\,dz=\frac{\varepsilon_0}2\,[E\phi]-\frac{\varepsilon_0}2\int E\,\frac{d\phi}{dz}\,dz=\frac{\varepsilon_0}{2}\int E^2dz .$$

The bracket vanishes because $E$ and $\phi$ both repeat. Adding a constant $c$ to $\phi$ changes the energy by $\frac12c\int\rho\,dz=0$, so the zero does not matter.

A convenient choice is a potential with zero mean. Integrating the field gives

$$\phi(z)=\phi(0)-\frac{\sigma}{2\varepsilon_0}\left(z-\frac{z^2}{L}\right),\qquad 0\le z\le L .$$

The mean of $z-z^2/L$ is $L/2-L/3=L/6$. A zero mean of $\phi$ then requires $\phi(0)=\sigma L/(12\varepsilon_0)$. The uniform background now contributes nothing to $\frac12\int\rho\phi$, since it multiplies the mean potential. The sheet contributes

$$\frac WA=\frac12\sigma\phi(0)=\frac12\sigma\cdot\frac{\sigma L}{12\varepsilon_0}=\frac{\sigma^2L}{24\varepsilon_0}.$$

**Q.** And in the reciprocal-space form that a plane-wave program would use?

**A.** Let $G=2\pi n/L$ with integer $n$. For $n\neq0$ the sheet has density components $\rho_G=\sigma/L$; the background has none. Poisson's equation, $-\varepsilon_0\,d^2\phi/dz^2=\rho$, becomes $\varepsilon_0G^2\phi_G=\rho_G$, so $\phi_G=\sigma/(\varepsilon_0LG^2)$. At the sheet all the phase factors are one, and the terms $n$ and $-n$ are equal:

$$\frac WA=\frac\sigma2\sum_{n\ne0}\phi_G=\frac{\sigma^2}{\varepsilon_0L}\sum_{n=1}^{\infty}\frac{L^2}{4\pi^2n^2}
=\frac{\sigma^2L}{4\pi^2\varepsilon_0}\cdot\frac{\pi^2}{6}=\frac{\sigma^2L}{24\varepsilon_0}.$$

Here $\sum 1/n^2=\pi^2/6$ has been used.

**Q.** Give me a case with numbers. Is this a small nuisance or a large one?

**A.** Let one elementary charge $e$ sit in each surface cell of $1.5\times1.5$ nm, and let $L=4$ nm. Then $A=2.25$ nm² and $\sigma=e/A=0.444\,e$/nm², or 7.12 µC/cm². For a charge $q=\sigma A$ per cell the energy per cell is

$$W=\frac{q^2L}{24\varepsilon_0A}.$$

With $e/\varepsilon_0=18.095$ V nm and $q=e$, the slope is

$$\frac{W}{L}=\frac{18.095}{24\times2.25}\ \text{eV/nm}=0.335\ \text{eV/nm},$$

and at 4 nm the energy is 1.34 eV per cell. Per area this is 0.596 eV/nm², or 0.0954 J/m². The reciprocal-space series, summed numerically over its first 200 000 terms, also gives 1.3404 eV.

At a growth temperature of 900 K, $k_BT=0.0776$ eV, with $k_B$ Boltzmann's constant. The energy is 17.3 times as large. A Boltzmann factor built from an energy difference that contained this term uncancelled would be meaningless.

**Q.** When would it cancel?

**A.** The linear term cancels between two configurations with the same $\sigma$, $A$ and $L$, such as two positions of the same charged adatom. Terms that fall as $1/L$ can remain: beside the polarisable slab treated in the second half, moving the charged sheet 0.2 nm off the face leaves a difference of 0.17 eV per cell at 4 nm, which halves roughly with each doubling of $L$. The linear term does not cancel between charge states of different magnitude, such as a neutral and a charged one. Being quadratic in $\sigma$, it is the same for equal and opposite charges. Cells with the same charge $q$ but different area also differ: at fixed $L$, doubling $A$ halves this energy per cell.

**Q.** Real charge has thickness. Does the coefficient survive?

**A.** Let the charge density be $\sigma f(z)$, with $\int f\,dz=1$, and let $f$ be confined to a width smaller than $L$. Write the zero-mean potential of a thin sheet as $(\sigma/\varepsilon_0)g(z)$. From the potential found above,

$$g(z)=\frac L{12}-\frac{|z|}2+\frac{z^2}{2L},\qquad |z|\le L .$$

For negative $z$ this follows from periodicity: putting $z+L$ into the expression for positive arguments gives $L/12+z/2+z^2/(2L)$.

By superposition, and because the background again multiplies a zero mean,

$$\frac WA=\frac{\sigma^2}{2\varepsilon_0}\iint f(z)f(z')\,g(z-z')\,dz\,dz' .$$

Let angle brackets denote the average over two independent positions drawn from $f$, and let $s^2$ be the variance of $f$. Expanding the square, $\langle(z-z')^2\rangle=2\langle z^2\rangle-2\langle z\rangle^2=2s^2$. Thus

$$\frac WA=\frac{\sigma^2L}{24\varepsilon_0}-\frac{\sigma^2}{4\varepsilon_0}\langle|z-z'|\rangle+\frac{\sigma^2s^2}{2\varepsilon_0L}.$$

The coefficient of $L$ is unchanged. The second term is negative because spreading the charge weakens the field inside the layer. The third comes from the curvature of the background's potential and vanishes for a tall cell.

This was tested on a lopsided profile, $f\propto z^2(w-z)$ on $0<z<w$, with $w=1.2$ nm in a cell of only 1.5 nm. The reciprocal-space sum and the formula agree to within one part in $10^4$ of the energy.

**Q.** How large are the two corrections in the example?

**A.** Take a Gaussian profile of standard deviation $s=0.1$ nm. Its tails are not strictly confined, but they are negligible at the distance $L$. The difference $z-z'$ is Gaussian with standard deviation $\sqrt2\,s$. A Gaussian variable of standard deviation $b$ has mean magnitude

$$\frac{2}{\sqrt{2\pi}\,b}\int_0^\infty x\,e^{-x^2/(2b^2)}dx=b\sqrt{\frac2\pi},$$

so $\langle|z-z'|\rangle=2s/\sqrt\pi$. The constant per cell is $-q^2s/(2\sqrt\pi\,\varepsilon_0A)=-0.227$ eV. The last term is $q^2s^2/(2\varepsilon_0AL)=0.010$ eV at 4 nm. The energy is then $1.3404-0.2269+0.0101=1.1236$ eV per cell, while the slope at large $L$ remains 0.335 eV/nm.

## Second half: lateral structure, polarisation and electron spill

**Q.** Restate what you are carrying over, since I now want to attack the assumption of a uniform sheet in empty space.

**A.** A sheet of charge density $\sigma$ repeats with period $L$ along $z$; the cell area is $A$, and the charge per cell is $q=\sigma A$. A uniform background $-\sigma/L$ neutralises it, and the potential is periodic. The thin, uniform sheet has

$$E(z)=\frac{\sigma}{2\varepsilon_0}\left(1-\frac{2z}L\right),\qquad \frac WA=\frac{\sigma^2L}{24\varepsilon_0}.$$

A profile of finite thickness adds a constant and a term proportional to $1/L$. The example has $q=e$, $A=2.25$ nm² and $L=4$ nm, with a slope of 0.335 eV/nm and a thin-sheet energy of 1.34 eV per cell. The thermal energy used for comparison is 0.0776 eV.

**Q.** One charge per surface cell is a lattice of lumps, not a uniform sheet. Why should the uniform result apply?

**A.** Split the charge into its lateral average and its lateral waves. The average has been treated. A wave with in-plane wavevector $\mathbf k\ne0$ does not couple to the uniform background, and its field dies out away from the layer. To see this, take a layer of charge density $\sigma_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$ at $z=0$, where $\mathbf r$ is the position in the plane. With $k=|\mathbf k|$, the amplitude of its potential obeys

$$\frac{d^2\phi_{\mathbf k}}{dz^2}-k^2\phi_{\mathbf k}=-\frac{\sigma_{\mathbf k}}{\varepsilon_0}\,\delta(z).$$

The solution that decays on both sides is

$$\phi_{\mathbf k}(z)=\frac{\sigma_{\mathbf k}}{2\varepsilon_0k}\,e^{-k|z|},$$

since its slope jumps by $-2k\cdot\sigma_{\mathbf k}/(2\varepsilon_0k)=-\sigma_{\mathbf k}/\varepsilon_0$ at the layer, as required.

For a charge $q$ at each lattice point, $\sigma_{\mathbf k}=q/A$ for every reciprocal-lattice vector of the surface. The interaction of one charge with the layers at $mL$, $m\ne0$, has the usual factor $1/2$:

$$W_{\rm im}=\frac q2\sum_{\mathbf k\ne0}\frac{q}{2\varepsilon_0Ak}\,2\sum_{m=1}^\infty e^{-kmL}
=\frac{q^2}{2\varepsilon_0A}\sum_{\mathbf k\ne0}\frac1{k\,(e^{kL}-1)} .$$

The last step sums a geometric series. The terms with $m=0$ describe the structure within one layer. They do not depend on $L$, so they cannot alter the slope. For ideal point charges they diverge; for charges of finite size they are a finite constant, which need not be small. For spherical Gaussian charges of standard deviation 0.1 nm in the example it is about 2.4 eV per cell, more than the energy of the laterally uniform layer at 4 nm.

For a charged sheet in vacuum with a uniform neutralising background, the energy per area grows as $\sigma^2L/(24\varepsilon_0)$, and neither the thickness of the charge nor its lateral structure changes this limiting slope. It remains to check the image term for smeared charges, and to treat a polarisable slab, electron spill into the vacuum and the use of these energies for real surfaces.
